# Lele's sixth-order compact second derivative against the explicit seven-point stencil

## Question

I am writing a real-space solver for one electron in a one-dimensional potential, and I want a better second derivative than the three-point formula. Lele's tridiagonal compact scheme couples the unknown derivatives at neighbouring points, with coefficients $\alpha=2/11$, $a=12/11$, $b=3/11$. I tried to derive them by putting

$$\alpha f''_{i-1}+f''_i+\alpha f''_{i+1}=\frac{a\,(f_{i+1}-2f_i+f_{i-1})+b\,(f_{i+2}-2f_i+f_{i-2})}{h^2}$$

and matching Taylor series. I do get $\alpha=2/11$ and $a=12/11$, but my $b$ comes out as $3/44$.

My second problem is the purpose of it all. The ordinary seven-point stencil is also of sixth order and needs no linear solve. The order describes the limit $h\to0$, while my grid has only a few points per wavelength. Is the compact scheme really more accurate there, and by how much?

## Answer

Your $b$ is right for the formula you wrote. The quoted coefficients belong to a convention in which each difference is divided by the square of its own step, so the outer one carries $(2h)^2=4h^2$:

$$\alpha f''_{i-1}+f''_i+\alpha f''_{i+1}=a\,\frac{f_{i+1}-2f_i+f_{i-1}}{h^2}+b\,\frac{f_{i+2}-2f_i+f_{i-2}}{4h^2}. \tag{1}$$

Your coefficient is $b/4=3/44$. I use (1) from here on, on a uniform grid that is infinite or periodic, with $f$ smooth.

### The coefficients and the first error term

Odd derivatives cancel in the symmetric sums. For a step of $m$ spacings,

$$f_{i+m}+f_{i-m}-2f_i=m^2h^2f''+\frac{m^4h^4}{12}f^{(4)}+\frac{m^6h^6}{360}f^{(6)}+\frac{m^8h^8}{20160}f^{(8)}+\dots \tag{2}$$

with all derivatives taken at point $i$. Using $m=1$ and $m=2$, the right side of (1) is

$$(a+b)f''+\frac{a+4b}{12}h^2f^{(4)}+\frac{a+16b}{360}h^4f^{(6)}+\frac{a+64b}{20160}h^6f^{(8)}+\dots$$

The left side follows by expanding $f''_{i\pm1}$ in the same way:

$$(1+2\alpha)f''+\alpha h^2f^{(4)}+\frac{\alpha}{12}h^4f^{(6)}+\frac{\alpha}{360}h^6f^{(8)}+\dots$$

Equating the first three terms gives

$$a+b=1+2\alpha,\qquad a+4b=12\alpha,\qquad a+16b=30\alpha.$$

The third minus the second is $12b=18\alpha$, so $b=3\alpha/2$. The second then gives $a=12\alpha-6\alpha=6\alpha$. The first becomes $15\alpha/2=1+2\alpha$, hence $\alpha=2/11$, $a=12/11$, $b=3/11$. The solution is unique, so this is the one sixth-order member of the family (1).

The $f^{(8)}$ terms do not match. Right side minus left side leaves

$$\frac{a+64b}{20160}-\frac{\alpha}{360}=\frac{204-112}{11\cdot20160}=\frac{23}{55440}.$$

This is the residual of the equation, not yet the error of the derivative. Let $M$ be the operator on the left, $(Mg)_i=\alpha g_{i-1}+g_i+\alpha g_{i+1}$, and let $D_cf$ be the computed derivative. Then

$$M D_cf=Mf''+\frac{23}{55440}h^6f^{(8)}+O(h^8).$$

On a plane wave $e^{ikx}$, $M$ multiplies by $1+2\alpha\cos kh\ge1-4/11=7/11$. It is therefore invertible, with an inverse that stays bounded as $h\to0$. On a smooth function $M$ acts as $1+2\alpha=15/11$ up to $O(h^2)$, so its inverse acts as $11/15$ to the same accuracy, and

$$D_cf=f''+\frac{23}{75600}h^6f^{(8)}+O(h^8). \tag{3}$$

### The seven-point stencil on the same footing

Write $h^2D_ef_i=c_0f_i+\sum_{m=1}^3c_m(f_{i+m}+f_{i-m})$. A constant must give zero, so $c_0=-2(c_1+c_2+c_3)$. By (2), sixth order then requires

$$c_1+4c_2+9c_3=1,\quad c_1+16c_2+81c_3=0,\quad c_1+64c_2+729c_3=0.$$

Subtracting the second from the third gives $c_2=-\tfrac{27}{2}c_3$, and the second then gives $c_1=135c_3$. The first reads $(135-54+9)c_3=1$. Thus

$$c_3=\tfrac1{90},\quad c_2=-\tfrac3{20},\quad c_1=\tfrac32,\quad c_0=-\tfrac{49}{18}.$$

The next term has the coefficient $(c_1+256c_2+6561c_3)/20160=36/20160$, so

$$D_ef=f''+\frac{1}{560}h^6f^{(8)}+O(h^8). \tag{4}$$

The two schemes share an order but not a constant: the explicit one is larger by $135/23\approx5.87$. That settles the limit of small $h$. Your question concerns the other end.

### What each scheme does to a plane wave

Take $f=e^{ikx}$ and set $\theta=kh$. The exact second derivative multiplies $f$ by $-\theta^2/h^2$. Each scheme multiplies it by $-w^2/h^2$ with its own $w^2(\theta)$, and the whole comparison is contained in $w^2$ against $\theta^2$. The shortest wave the grid can carry has $\theta=\pi$, two points per wavelength.

Inserting the wave in (1) gives

$$w_c^2=\frac{2a(1-\cos\theta)+\tfrac b2(1-\cos2\theta)}{1+2\alpha\cos\theta}.$$

It helps to use $s=\sin^2(\theta/2)$, which runs from 0 to 1. Then $1-\cos\theta=2s$ and $1-\cos2\theta=2\sin^2\theta=8s(1-s)$. The numerator is $4s(a+b-bs)=12s(5-s)/11$ and the denominator is $1+2\alpha-4\alpha s=(15-8s)/11$, so

$$w_c^2=\frac{12s(5-s)}{15-8s}. \tag{5}$$

For the explicit stencil $w_e^2=2\sum_mc_m(1-\cos m\theta)$. The new ingredient is $1-\cos3\theta=2\sin^2(3\theta/2)=2s(3-4s)^2$, and

$$w_e^2=6s-\tfrac{12}{5}s(1-s)+\tfrac{2}{45}s(9-24s+16s^2)=4s+\tfrac43s^2+\tfrac{32}{45}s^3. \tag{6}$$

### Why the compact error is smaller at every wavelength

Now expand the exact value, $G(s)=\theta^2$, in powers of $s$. Since $ds/d\theta=\sin(\theta/2)\cos(\theta/2)=\sqrt{s(1-s)}$, one derivative gives $dG/d\theta=\sqrt{s(1-s)}\,G'$. A second one, which must equal 2, gives

$$s(1-s)G''+\left(\tfrac12-s\right)G'=2.$$

Put $G=\sum_{n\ge1}g_ns^n$. The constant term gives $g_1=4$. The coefficient of $s^n$ gives $(n+1)(n+\tfrac12)g_{n+1}=n^2g_n$, or

$$\frac{g_{n+1}}{g_n}=\frac{1}{(1+1/n)(1+1/2n)}. \tag{7}$$

These ratios are $\tfrac13,\tfrac8{15},\tfrac9{14},\dots$ and rise with $n$. So $g_2=\tfrac43$ and $g_3=\tfrac{32}{45}$, and (6) is the exact series cut off after $s^3$.

The compact result (5) can be expanded as a geometric series:

$$w_c^2=4s\,\frac{1-s/5}{1-8s/15}=4s+\tfrac43s^2\left[1+\tfrac8{15}s+\left(\tfrac8{15}\right)^2s^2+\dots\right].$$

It has the same first three terms, but then it continues with the fixed ratio $8/15$ instead of stopping. From $n=3$ on, the true ratio (7) exceeds $8/15$. Each later compact coefficient is therefore positive but smaller than the exact one. Comparing term by term,

$$w_e^2<w_c^2<\theta^2\qquad(0<\theta\le\pi). \tag{8}$$

The endpoint is included because the positive series for $G$ still converges at $s=1$, to $\pi^2$. There the values are $w_e^2=272/45\approx6.04$ and $w_c^2=48/7\approx6.86$, against $\pi^2\approx9.87$. The relative errors in $w^2$ are 39% and 31%, so the compact scheme is better even there, but neither is usable.

### A definition of resolving power

Let the relative error be $1-w^2/\theta^2$, and let $\theta_\varepsilon$ be the value at which it reaches $\varepsilon$. For this to be a clean limit the error must grow steadily with $\theta$. Write $w^2=\sum d_ns^n$ and $q_n=d_n/g_n$. For both schemes $q_n=1$ up to $n=3$, and it never rises afterwards. The derivative of $w^2/G$ with respect to $s$ has the sign of

$$\sum_{m,n}(n-m)d_ng_ms^{m+n-1}=\tfrac12\sum_{m,n}(n-m)(q_n-q_m)g_ng_ms^{m+n-1}<0,$$

where the second form averages the sum with its copy under $m\leftrightarrow n$. No term is positive and some are negative. So $w^2/\theta^2$ falls steadily, and all waves with $\theta<\theta_\varepsilon$ are treated to better than $\varepsilon$.

The number of points per wavelength needed is $2\pi/\theta_\varepsilon$:

| $\varepsilon$ | explicit | compact | ratio |
|---|---|---|---|
| $10^{-1}$ | 2.83 | 2.47 | 1.15 |
| $10^{-2}$ | 4.48 | 3.60 | 1.24 |
| $10^{-3}$ | 6.77 | 5.22 | 1.30 |
| $10^{-4}$ | 10.06 | 7.61 | 1.32 |

For small $\varepsilon$, (3) and (4) give $\varepsilon\approx C\theta_\varepsilon^6$ with $C=23/75600$ or $1/560$. The ratio therefore tends to $(135/23)^{1/6}\approx1.343$. The sixth root turns a sixfold gain in error into a spacing about one third larger. In three dimensions, with one such operator along each axis, the saving in points tends to a factor $1.343^3\approx2.42$. If you can tolerate 10% error, the gain shrinks to a factor 1.15 per direction, whose cube is about 1.5.

### Where the linear solve enters

The compact formula touches few points, but $D_c$ itself reaches across the grid. Dividing out (5),

$$w_c^2=\frac{3s}{2}-\frac{75}{16}+\frac{1125}{16}\,\frac1{11+4\cos\theta},$$

where $15-8s=11+4\cos\theta$. The first two terms affect only the weights at $j=0,\pm1$. For the last, use the geometric sum

$$\sum_{j=-\infty}^{\infty}\rho^{|j|}e^{ij\theta}=\frac{1-\rho^2}{1+\rho^2-2\rho\cos\theta},\qquad|\rho|<1.$$

Its denominator is proportional to $11+4\cos\theta$ if $2\rho^2+11\rho+2=0$, that is, $\rho=(\sqrt{105}-11)/4\approx-0.188$. It then equals $-\tfrac\rho2(11+4\cos\theta)$. The roots of the quadratic are $\rho$ and $1/\rho$, and they differ by $\sqrt{105}/2$, so the sum is $2(\rho-1/\rho)/(11+4\cos\theta)=\sqrt{105}/(11+4\cos\theta)$. On the infinite grid the weight of $f_{i+j}$ in $D_cf_i$ is therefore

$$-\frac{1125}{16\sqrt{105}}\,\frac{\rho^{|j|}}{h^2}\qquad(|j|\ge2).$$

In units of $1/h^2$ these weights are $-0.243$, $0.046$, $-0.009$ for $j=2,3,4$. The explicit stencil has $-0.150$, $0.011$ and zero. You never form this dense matrix: you evaluate the right side of (1) and solve a tridiagonal system, with corner entries if the grid is periodic. The work grows linearly with the number of points. The table compares the number of points at equal accuracy, not the computing time. The latter depends on your implementation.

### What this means for your energies

In atomic units the kinetic energy of a plane wave is $k^2/2$, and the grid replaces it by $w^2/(2h^2)$. By (8) both schemes make it too small. On a periodic grid the two kinetic matrices, and the Fourier one that uses $\theta^2$ itself, have the same plane-wave eigenvectors. Their eigenvalues are ordered by (8), so expectation values in any state are ordered too. Adding the same potential preserves this, and by the min-max principle every energy level obeys

$$E_{\rm explicit}\le E_{\rm compact}\le E_{\rm Fourier}.$$

If the Fourier grid is converged, both schemes approach the true level from below. This is no breach of the variational principle, because neither matrix gives the expectation value of the true kinetic energy.

To first order in the error of the kinetic operator, and to leading order in $h$, a level moves by

$$\Delta E\approx-\frac C2h^6\langle k^8\rangle. \tag{9}$$

The eighth moment shows which states suffer: those with large momentum components.

As an example take a harmonic well with $\hbar\omega=10$ eV in a periodic box of 12 Å. The momentum density of the ground state is a Gaussian of variance $\omega/2$ in atomic units, so $\langle k^8\rangle=1\cdot3\cdot5\cdot7\,(\omega/2)^4$. In eV and Å, $\hbar^2/m=7.620$ eV Å$^2$, and

$$\langle k^8\rangle=105\left(\frac{10}{2\times7.620}\right)^4\text{Å}^{-8}=19.47\ \text{Å}^{-8}.$$

For $h=0.2$ Å, (9) gives for the explicit stencil

$$\Delta E\approx-\frac{7.620\times(0.2)^6\times19.47}{2\times560}\ \text{eV}=-8.48\times10^{-6}\ \text{eV},$$

and dividing by 5.87 gives $-1.44\times10^{-6}$ eV for the compact scheme. Diagonalization gives $-8.17\times10^{-6}$ and $-1.46\times10^{-6}$ eV.

On a coarser grid the leading term is less reliable. At $h=0.4$ Å the actual errors are $-4.70\times10^{-4}$ and $-0.98\times10^{-4}$ eV, while (9) gives $-5.42\times10^{-4}$ and $-0.92\times10^{-4}$ eV. It is too large in magnitude for one scheme and too small for the other. The next term of the series explains this. With $s=\tfrac{\theta^2}{4}(1-\tfrac{\theta^2}{12}+\dots)$,

$$\theta^2-w^2=C\theta^8\left[1+\theta^2\left(-\frac13+\frac{g_5-d_5}{4(g_4-d_4)}\right)+\dots\right].$$

For the explicit stencil $d_4=d_5=0$ and $g_5/g_4=32/45$, so the inner bracket is $-7/45\approx-0.16$. For the compact scheme the coefficients above give $+0.06$. Averaging the full difference $(w^2/h^2-k^2)/2$ over the momentum density, instead of its leading term, reproduces all the computed ground-state errors to within 0.5%.

A higher level is a stricter trial. To hold the fifth level, at 45 eV, within 1 meV, the explicit stencil needs 71 points in the box ($h=0.169$ Å) and the compact scheme 54 ($h=0.222$ Å). The ratio is 1.31, close to the limiting 1.34. The numerical check builds both matrices from their definitions. It asserts the ordering of the levels, the 0.5% agreement of the averaged error, the observed sixth order, and a ratio of point counts between 1.25 and 1.40. The next-order coefficients $-7/45$ and $+0.06$ come from the series above and are not part of the check.

### When not to expect this

The leading terms of (3) and (4) assume that $f$ has eight continuous derivatives, and the remainder $O(h^8)$ assumes ten bounded ones. At a kink in the wavefunction, such as a delta potential produces, the Taylor argument fails. With an attractive delta placed on one grid point as $-g/h$, the bound level converges only at first order in $h$ for both schemes, from above, and the compact error is slightly the larger. At a hard wall the rows of (1) nearest each wall refer to points outside the box, since the outer difference reaches two spacings. They need their own closure, whose accuracy has to be examined separately. For a smooth potential on a periodic grid, the choice between these two schemes comes down to whether the saving in points per direction is worth a tridiagonal solve in each application of the kinetic energy. A wider explicit stencil is a third option. The nine-point one, whose $w^2$ is the exact series cut off after $s^4$, needs 2.60, 3.77, 5.23 and 7.10 points per wavelength at the four tolerances of the table, so it ties the compact scheme near $10^{-3}$ and beats it at tighter tolerances with no solve. Against the seven-point stencil the compact scheme saves the following. For a single plane wave that saving is a factor of about 1.3 for tolerances of $10^{-3}$ or tighter, 1.24 at $10^{-2}$ and 1.15 at $10^{-1}$. For a bound level it can be smaller at the same relative tolerance: for the ground state of the harmonic well, with the error measured against its kinetic energy, it is about 1.30 at $10^{-4}$ and 1.26 at $10^{-3}$.

## Calculated quantities

```
alpha, a, b = 2/11 12/11 3/11
residual constant of h^6 f(8) = 23/55440
error constants C: compact 23/75600  explicit 1/560
ratio of C = 135/23 = 5.8696
coarsening factor, sixth root = 1.3431; cubed 2.423
smallest eigenvalue of left matrix = 0.6364
w2 at theta=pi: explicit 6.0444, compact 6.8571, exact 9.8696
decay factor rho = -0.1883
h^2 x weights, j = 0..5:
  compact  -2.92430 1.66682 -0.24320 0.04579 -0.00862 0.00162
  explicit -2.72222 1.50000 -0.15000 0.01111 0.00000 0.00000
resolving limits (eps; theta, theta/pi, points per wavelength):
  1e-01 explicit 2.2189 0.7063 2.83
  1e-01 compact  2.5422 0.8092 2.47
  1e-02 explicit 1.4020 0.4463 4.48
  1e-02 compact  1.7444 0.5553 3.60
  1e-03 explicit 0.9284 0.2955 6.77
  1e-03 compact  1.2028 0.3828 5.22
  1e-04 explicit 0.6248 0.1989 10.06
  1e-04 compact  0.8252 0.2627 7.61
ratio of limits compact/explicit: 1.146 1.244 1.296 1.321
hbar^2/m = 7.61996 eV A^2
plane-wave energy limit at h = 0.2 A (eV):
  eps 1e-02: explicit 187.2, compact 289.8
  eps 1e-03: explicit 82.1, compact 137.8
  grid maximum (theta = pi): 940.1
well: quantum 10.0 eV, box 12.0 A, width 0.8729 A
<k^8> of ground state = 19.4651 A^-8
ground-state error (eV): h/A, scheme, actual, leading, average
  0.4 explicit -4.7043e-04 -5.4244e-04 -4.6954e-04
  0.4 compact  -9.7674e-05 -9.2416e-05 -9.7624e-05
  0.2 explicit -8.1715e-06 -8.4756e-06 -8.1712e-06
  0.2 compact  -1.4647e-06 -1.4440e-06 -1.4647e-06
  0.1 explicit -1.3122e-07 -1.3243e-07 -1.3122e-07
  0.1 compact  -2.2644e-08 -2.2562e-08 -2.2644e-08
observed order 0.2->0.1 A: explicit 5.961, compact 6.015
fifth level 45.0 eV, target 1e-03 eV:
  explicit 71 points, h = 0.1690 A, error -9.376e-04 eV
  compact  54 points, h = 0.2222 A, error -9.049e-04 eV
ratio of point counts = 1.315
```
